# Gumbel limit for the shortest of many lognormal dielectric lifetimes

An engineer has lifetimes of short segments of interline dielectric and must quote the time by which one chip in a thousand will have failed. A chip holds a million segments and fails with the first of them. If the segment lifetimes are lognormal, may a lognormal also be used for the chips? In the example below that choice gives 67 h where the segment model gives 56 h, and by 67 h nearly one chip in a hundred has failed, not one in a thousand.

## Assumptions and statement

The lifetimes of the \(n\) segments are

\[
T_i=\tau e^{\sigma Z_i},\qquad i=1,\dots,n,
\]

with \(Z_i\) independent standard normal variables, \(\tau\) the median segment life and \(\sigma>0\) fixed. The chip life is \(M_n=\min_i T_i\). Only ratios of times enter the algebra, so any unit of time serves. Let \(\varphi\) and \(\Phi\) be the standard normal density and distribution function, and

\[
h(y)=\frac{\varphi(y)}{\Phi(-y)} .
\]

For \(n\ge3\) define \(b_n>0\) by \(\Phi(-b_n)=1/n\): on average one segment in the chip has \(Z_i<-b_n\). Set

\[
h_n=h(b_n),\qquad t_n=\tau e^{-\sigma b_n},\qquad s_n=\frac{\sigma t_n}{h_n}.
\]

**Theorem.** (A) For every finite \(n\ge2\), \(M_n\) is not lognormal. (B) For every real \(x\), as \(n\to\infty\),

\[
P\!\left(\frac{M_n-t_n}{s_n}>x\right)\to \exp(-e^{x}),
\]

which is the Gumbel law for minima.

The chip survives to time \(t\) if every segment does. By independence,

\[
P(M_n>t)=[1-\Phi(z)]^n,\qquad z=\frac{\ln(t/\tau)}{\sigma}. \tag{1}
\]

## Lemma: bounds on the normal tail

For \(y>0\), \(\;y<h(y)<y+1/y\).

**Proof.** Since \(\varphi'(v)=-v\varphi(v)\), and \(v/y>1\) inside the range of integration,

\[
\Phi(-y)=\int_y^\infty\varphi\,dv<\int_y^\infty\frac{v}{y}\varphi\,dv=\frac{\varphi(y)}{y},
\]

which gives \(h>y\). For the other bound let \(g(y)=y\varphi(y)/(1+y^2)\). Then

\[
g'=\varphi\,\frac{(1-y^2)-y^2(1+y^2)}{(1+y^2)^2}
=-\varphi\left[1-\frac{2}{(1+y^2)^2}\right],
\]

because the numerator is \(1-2y^2-y^4=2-(1+y^2)^2\). Hence \(-g'<\varphi\). Integration from \(y\) to infinity gives \(g(y)<\Phi(-y)\), so \(h<(1+y^2)/y\). ∎

## Proof of (A)

Let \(Y=\ln(M_n/\tau)/\sigma\). If \(M_n\) were lognormal, \(Y\) would be normal. From the definition of \(h\),

\[
-\ln\Phi(-y)=\tfrac12y^2+\tfrac12\ln2\pi+\ln h(y),
\]

and the lemma makes \(\ln h(y)\) negligible beside \(y^2\). So \(-\ln\Phi(-y)\) grows as \(y^2/2\).

The upper tail of \(Y\) is \(P(Y>y)=\Phi(-y)^n\), whose negative logarithm grows as \(ny^2/2\). The lower tail is \(P(Y\le-y)=1-[1-\Phi(-y)]^n\). It lies between \(\Phi(-y)\), the chance that one given segment is so weak, and \(n\Phi(-y)\), the sum over segments. Its negative logarithm therefore grows as \(y^2/2\). A normal variable of standard deviation \(d\) has the same rate, \(y^2/(2d^2)\), on both sides. The two rates here differ by the factor \(n\ge2\), so \(Y\) is not normal. ∎

Physically, a long-lived chip needs all its segments to be good, while a short-lived one needs a single bad segment.

## Proof of (B)

Fix \(x\) and put \(t=t_n+s_nx=t_n(1+\sigma x/h_n)\). As \(h_n>b_n\to\infty\), this is positive for large \(n\). In (1) it gives

\[
z=-b_n+u_n,\qquad u_n=\frac1\sigma\ln\!\left(1+\frac{\sigma x}{h_n}\right)
=\frac{x}{h_n}-\frac{\sigma x^2}{2h_n^2}+O(h_n^{-3}). \tag{2}
\]

So \(u_n\to0\) and \(h_nu_n\to x\). Let \(p_n=\Phi(-b_n+u_n)\) be the probability that one segment has failed. The derivative of \(\ln\Phi(-b_n+v)\) with respect to \(v\) is \(h(b_n-v)\), and \(n=1/\Phi(-b_n)\), so

\[
\ln(np_n)=\ln\frac{\Phi(-b_n+u_n)}{\Phi(-b_n)}=\int_0^{u_n}h(b_n-v)\,dv. \tag{3}
\]

For \(v\) between 0 and \(u_n\) the lemma gives

\[
b_n-|u_n|<h(b_n-v)<b_n+|u_n|+\frac{1}{b_n-|u_n|}.
\]

The integral is thus \(b_nu_n\) plus terms that vanish with \(u_n\). The lemma also gives \(b_n/h_n\to1\), so \(b_nu_n\to x\) and \(np_n\to e^x\). Then \(p_n\to0\) and

\[
n\ln(1-p_n)=-np_n[1+O(p_n)]\to-e^x .
\]

Exponentiation gives (B). ∎

The Gumbel law extends over the whole real line. A lognormal, even when shifted or reflected, ends on one side, so the limit is not a lognormal of any such kind.

## The centre in terms of \(n\)

Write \(L=\ln n\). The definition \(1/n=\varphi(b_n)/h(b_n)\) gives

\[
L=\tfrac12b_n^2+\tfrac12\ln2\pi+\ln h(b_n),\qquad \ln h(b_n)=\ln b_n+O(b_n^{-2}).
\]

To leading order \(b_n^2=2L\), hence \(2\ln b_n=\ln 2L+o(1)\). Putting this back,

\[
b_n^2=2L-\ln L-\ln4\pi+o(1).
\]

The square root, expanded to first order in the small ratio \((\ln L+\ln4\pi)/2L\), is

\[
b_n=\sqrt{2L}-\frac{\ln L+\ln4\pi}{2\sqrt{2L}}+o(L^{-1/2}). \tag{4}
\]

The second-order term of the expansion is of size \((\ln L)^2L^{-3/2}\) and falls within the remainder.

An error \(\epsilon\) in \(b_n\) shifts \(\ln t_n\) by \(-\sigma\epsilon\), which is \(h_n\epsilon\) in units of the logarithmic width \(\sigma/h_n\). With both terms of (4) this shift vanishes as \(n\) grows. With \(\sqrt{2L}\) alone it grows as \(\tfrac12\ln L\), and the limit is lost. For \(n=10^6\), a numerical root gives \(b_n=4.753\), formula (4) gives 4.766, and \(\sqrt{2L}=5.257\). The shifts are 0.06 and 2.5 widths.

## Rate of convergence, and a better form

Differentiating \(h\) gives \(h'=h(h-y)\), which the lemma places between 0 and \(1+1/y^2\). In (3), replacing \(h(b_n-v)\) by \(h_n\) therefore costs only \(O(u_n^2)\), and (2) yields

\[
\ln(np_n)=x-\frac{\sigma x^2}{2h_n}+O(h_n^{-2}). \tag{5}
\]

Let \(G(x)=1-\exp(-e^x)\), with derivative \(G'(x)=e^{x-e^x}\). Up to corrections of order \(1/n\), the distribution function of the scaled minimum is \(G(\ln np_n)\). Its leading error is \(-\sigma x^2G'(x)/(2h_n)\), and the largest size of this term is

\[
\frac{C\sigma}{h_n},\qquad C=\tfrac12\max_x x^2e^{x-e^x}=0.240,
\]

reached near \(x=-2.2\). Since \(h_n\) grows as \(\sqrt{2\ln n}\), convergence is very slow.

Part of the error comes from using a linear scale of time. Take instead \(x=(h_n/\sigma)\ln(t/t_n)\). Then \(u_n=x/h_n\) without further terms, and the proof of (B) holds unchanged. For the next term \(h'\) is needed more closely. Two integrations by parts give

\[
\Phi(-y)=\frac{\varphi(y)}{y}-\frac{\varphi(y)}{y^3}+3\int_y^\infty\frac{\varphi}{v^4}\,dv ,
\]

where the last term is below \(3\varphi(y)/y^5\). Hence \(h=y+1/y+O(y^{-3})\) and \(h'=h(h-y)\to1\). Equation (3) becomes

\[
\ln(np_n)=x-\frac{x^2}{2h_n^2}+o(h_n^{-2}),
\]

and the leading error falls to \(C/h_n^2\). In terms of time this form reads

\[
P(M_n>t)\approx\exp\!\left[-\left(\frac{t}{t_n}\right)^{k_n}\right],\qquad k_n=\frac{h_n}{\sigma}, \tag{6}
\]

a Weibull law whose shape grows with \(n\). It agrees with (B), because \(t=t_n(1+x/k_n)\) gives \((1+x/k_n)^{k_n}\to e^x\). When the segments are lognormal, a Weibull shape fitted at one chip size should therefore not be carried to a very different one: for \(\sigma=0.48\), \(k_n\) is 7.0, 10.3 and 12.8 at \(n=10^3\), \(10^6\) and \(10^9\).

## A low-k dielectric under stress

Take a line spacing of 35 nm, a mean field \(E_0=3\) MV/cm, and a logarithm of lifetime that falls linearly with field at the rate \(\gamma=4\) cm/MV. The spacing of a segment varies normally by \(r=4\,\%\), and this is taken as the only source of scatter: segments of equal spacing are given equal lifetimes. At fixed voltage the field is inversely proportional to the spacing, so to first order a relative excess \(rZ\) of spacing lowers the field by \(E_0rZ\) and raises \(\ln T\) by \(\gamma E_0rZ\). Hence

\[
\sigma=\gamma E_0r=4\times3\times0.04=0.48 .
\]

Let a 1 µm segment have \(\tau=1000\) h, and let a chip hold \(n=10^6\) segments, or 1 m of line. With \(b_n=4.753\) and \(h_n=4.948\),

\[
t_n=1000\,e^{-0.48\times4.753}=102.1\ \text{h},\qquad
s_n=\frac{0.48\times102.1}{4.948}=9.91\ \text{h}.
\]

If a fraction \(q\) of chips has failed, (1) gives \(\Phi(z)=1-(1-q)^{1/n}\) and \(t=\tau e^{\sigma z}\). The Gumbel time is \(t_n+s_n\ln[-\ln(1-q)]\), and the Weibull time follows from (6). The lognormal in the last column has the mean and variance of \(\ln M_n\), found by numerical integration. Times are in hours.

| Failed | From (1) | Gumbel | Weibull | Lognormal |
|---|---|---|---|---|
| 50 % | 98.6 | 98.5 | 98.5 | 96.9 |
| 1 % | 67.7 | 56.5 | 65.4 | 73.5 |
| 0.1 % | 56.2 | 33.7 | 52.3 | 67.1 |

The chip median is 98.6 h (4.1 days), about a tenth of the segment median. There the limit law serves well. At 0.1 % its time is 40 % below that of (1), the Weibull time is 7 % below, and the lognormal time is 19 % above.

The signs can be traced. As \(h'>0\), the correction to (6) lowers \(np_n\), so the Weibull form predicts failure too early. The Gumbel form replaces \(e^{x/k_n}\) by the smaller \(1+x/k_n\) and is earlier still; it even gives negative lifetimes a probability of \(3\times10^{-5}\). The fitted lognormal has the narrow spread of \(\ln M_n\), of order \(\sigma/h_n\), whereas the true lower tail is close to \(n\Phi(z)\) and falls off with the full \(\sigma\). The fit therefore misses early failures.

The largest errors of the distribution function are 0.033 for Gumbel, 0.009 for Weibull and 0.061 for the lognormal. The leading estimates for the first two are \(C\sigma/h_n=0.023\) and \(C/h_n^2=0.010\), so higher terms still matter for the Gumbel form at a million segments.

## Where the theorem fails

**A power-law lower tail.** Suppose the segments follow \(P(T>t)=\exp[-\ln2\,(t/\tau)^\beta]\), again with median \(\tau\). The \(n\)th power multiplies the exponent by \(n\), so the minimum is a Weibull variable of the same shape \(\beta\) for every \(n\), with median \(\tau n^{-1/\beta}\). The logarithm of a unit exponential variable has variance \(\pi^2/6\), so the standard deviation of \(\ln T\) is \(\pi/(\sqrt6\,\beta)\). Setting it to 0.48 gives \(\beta=2.67\) and a chip median of

\[
1000\times(10^6)^{-1/2.67}\approx5.7\ \text{h}.
\]

The median and logarithmic spread of the segments are the same as before, yet the chip life is 17 times shorter. Those two numbers do not fix the chip life; the tail does.

**Shared variation.** Suppose all segments of a chip carry a common factor \(e^{\sigma_cC}\), with \(C\) standard normal, independent of the rest and different from chip to chip. Then \(M_n=e^{\sigma_cC}M_n'\), where \(M_n'\) obeys the theorem with the remaining spread and has centre \(t_n'\). Its relative width tends to zero, so \(M_n'/t_n'\to1\) in probability and \(M_n/t_n'\) tends to \(e^{\sigma_cC}\), a lognormal. So (B) can fail when the segments are not independent. If a quarter of the variance of \(\ln T\) is shared, the total being held fixed, integration over \(C\) raises the chip median by the factor 1.35 and the 0.1 % time by 1.02.

**The choice of segment.** By (A), if 1 µm segments are lognormal, 10 µm segments are not. Fitting a lognormal to the 10 µm minima by the mean and variance of their logarithm, and then taking \(10^5\) of them, multiplies the chip median by about 1.4. The length at which the lognormal is assumed is part of the model.

## Beside a real dielectric

The spacing, stress field and field acceleration are round values in the rough range of accelerated tests on low-k interconnects. The segment median and length are chosen for convenience, and 1 m of closely spaced line is little for a large logic chip, which would have a larger \(n\). Real structures need not have lognormal segments down to one failure in a million, and the Weibull case shows that this can move the chip median by a factor of 0.06. The linearised field is another weak point. The weakest segment of a median chip has \(z=-4.83\) and a spacing of 28.2 nm, so its field is 3.72 MV/cm, some 62 % of a rough breakdown field of 6 MV/cm. Keeping the full inverse dependence on spacing multiplies the chip median by 0.57 and the 0.1 % time by 0.40, which takes it from 56 h to about 23 h. A chip 5 K warmer than 398 K, with an activation energy of 0.5 eV, has its life multiplied by 0.83. At a lower field of 1 MV/cm, which is 3.5 V across 35 nm, the same spacing spread gives \(\sigma=0.16\), and with the linearised field the ratio of chip to segment median rises from 0.10 to 0.46; at a use field of 0.3 MV/cm, a supply of about 1 V, it is 0.79. So if spacing is the only source of scatter, and the logarithm of lifetime stays linear in field down to the use field, a reduction factor found under stress must not be applied unchanged there. If lifetime followed a power of the field instead, the ratio \(T/\tau\) would depend only on the relative spacing, and the factor would be the same at both fields. In a real dielectric, breakdown is also random at a fixed field, and this scatter is often described by a Weibull law. It need not shrink with the field. Where it dominates and its shape does not depend on the field, the reduction factor changes little with field and can be far smaller than the values found here.

Numerical values quoted here were computed with a short program.
